# Why lubrication theory can survive film Reynolds numbers above one

An engineer wants to know how much of the load on a wafer is carried by slurry and how much is left for the pad and the abrasive particles, which can scratch. The natural tool is lubrication theory. The engineer first computes the Reynolds number of the film, finds 30, concludes that a theory without inertia cannot apply, and discards it. The engineer then turns to a full flow calculation in a space ten thousand times longer than it is high, or gives up the estimate. In the case worked out below, for a smooth pad sliding in a straight line, the discarded theory misjudges the load by about one part in ten thousand through its neglect of inertia within the film; the centrifugal force of a rotating platen raises this to a few parts in a thousand under a fixed wafer, and to about one per cent if the wafer spins with the platen.

## The belief and its appeal

The belief runs as follows. A Reynolds number compares inertia with viscosity. Lubrication theory neglects inertia. It therefore fails once the film number

\[
Re=\frac{\rho U h}{\mu}
\]

exceeds one, where \(\rho\) and \(\mu\) are the density and viscosity of the slurry, \(U\) is the pad speed and \(h\) the gap.

For a body with a single length, such as a sphere, this reasoning is sound as an estimate: velocity changes along and across the flow over the same distance. A film has two lengths. Viscous force depends on how fast the velocity changes across the gap, while inertia depends on how fast a fluid particle changes its velocity as it travels along the wafer.

## The two forces

Let a smooth, flat pad at \(y=0\) move at speed \(U\) in the \(x\) direction. Above it is a fixed wafer of length \(L\), wide enough for sideways flow to be ignored at first. The gap falls from \(rh\) at the inlet to \(h\) at the exit, so it changes by order \(h\) over the whole length \(L\). The flow is steady, laminar and incompressible.

Continuity, \(\partial_xu+\partial_yv=0\), gives \(v\sim Uh/L\). The two convective terms are then equally large:

\[
\rho u\,\partial_xu\sim\frac{\rho U^2}{L},\qquad
\rho v\,\partial_yu\sim\rho\,\frac{Uh}{L}\,\frac{U}{h}=\frac{\rho U^2}{L}.
\]

The viscous force density is \(\mu\,\partial_y^2u\sim\mu U/h^2\). The ratio is

\[
Re^*=\frac{\rho U^2/L}{\mu U/h^2}=\frac{\rho Uh}{\mu}\,\frac hL=Re\,\frac hL .
\]

This reduced number measures inertia in the film. If the gap is parallel and the flow developed, \(u\) does not change along \(x\) and \(v=0\), so convection vanishes at any laminar \(Re\).

Take rough values for a 300 mm wafer riding on a full film in chemical-mechanical polishing: \(\rho=1000\) kg/m³, \(\mu=1.0\) mPa s, \(U=1.0\) m/s, \(L=300\) mm, \(h=30\) µm and \(r=1.5\). Then

\[
Re=\frac{1000\times1.0\times30\times10^{-6}}{1.0\times10^{-3}}=30,\qquad
Re^*=30\times10^{-4}=0.003 .
\]

The force densities are \(\rho U^2/L=3.3\times10^3\) N/m³ and \(\mu U/h^2=1.1\times10^6\) N/m³.

## The film without inertia

An order of magnitude leaves the numerical factor open, and this factor can be derived. Measure \(x\) in units of \(L\) (called \(X\)), \(y\) in \(h\) (called \(Y\)), \(u\) in \(U\), \(v\) in \(Uh/L\) and pressure in \(\mu UL/h^2\) (called \(P\)). The momentum equation along the film becomes

\[
Re^*\,(u\,u_X+v\,u_Y)=-P'+u_{YY}.
\]

The omitted viscous term \(u_{XX}\) carries a factor \((h/L)^2\). The pressure change across the film is also of relative order \((h/L)^2\) when \(Re^*\) is at most of order one, so \(P\) depends on \(X\) alone.

Let \(H=r-(r-1)X\) be the scaled gap and \(s=Y/H\). Without inertia, \(u_{YY}=P_0'\), with \(u=1\) on the pad and \(u=0\) on the wafer. Two integrations give

\[
u_0=(1-s)-\tfrac12P_0'H^2s(1-s).
\]

Integrating over the gap gives the flux \(q=H/2-P_0'H^3/12\), hence

\[
P_0'=\frac6{H^2}-\frac{12q}{H^3}.
\]

With \(k=q/H\), the factor \(-P_0'H^2/2\) equals \(6k-3\), and

\[
u_0=(1-s)(1-3s)+6k\,s(1-s).
\]

Both edges are taken at zero pressure. Since \(dX=-dH/(r-1)\), the integrals of \(H^{-2}\) and \(H^{-3}\) along the wafer are \(1/r\) and \((r+1)/(2r^2)\). The condition \(\int_0^1P_0'\,dX=0\) then gives \(q=r/(r+1)\). Integrating \(P_0'\) from the inlet,

\[
P_0=\frac6{r-1}\left[\frac1H-\frac q{H^2}-\frac1{r+1}\right],
\]

and a second integration gives the scaled mean pressure

\[
W_0=\int_0^1P_0\,dX=\frac6{(r-1)^2}\left[\ln r-\frac{2(r-1)}{r+1}\right].
\]

For \(r=1.5\) this is 0.1312. The pressure unit is 333 kPa, so the mean pressure is 43.7 kPa.

## The first correction from inertia

The convective term can be evaluated with \(u_0\). The stream function \(\psi=\int_0^Yu_0\,dY\) is

\[
\psi=H\,s(1-s)^2+q\,s^2(3-2s),
\]

with \(u=\psi_Y\) and \(v=-\psi_X\) at fixed \(Y\). In the variables \((X,s)\), a derivative at fixed \(Y\) is \(\partial_X-s(H'/H)\partial_s\), and \(\partial_Y=H^{-1}\partial_s\). The extra pieces cancel between the two convective terms, leaving

\[
N=u\,u_X+v\,u_Y=u_0\,\partial_Xu_0\big|_s-\frac1H\,\partial_X\psi\big|_s\,\partial_su_0 .
\]

At fixed \(s\), \(\partial_Xk=-kH'/H\), so \(\partial_Xu_0=-6k(H'/H)s(1-s)\), while \(\partial_X\psi=H's(1-s)^2\). Therefore

\[
N=-\frac{H'}H\left[6k\,s(1-s)u_0+s(1-s)^2\,\partial_su_0\right].
\]

Now write \(u=u_0+Re^*u_1\), and likewise \(P=P_0+Re^*P_1\) and flux \(q+Re^*q_1\). The first-order equation is \(u_{1,YY}=P_1'+N\), with \(u_1=0\) on both walls. Multiply it by \(Y(H-Y)/2\), which vanishes on the walls and has second derivative \(-1\), and integrate by parts twice. The left side becomes \(-q_1\):

\[
-q_1=\frac{H^3}{12}P_1'+\frac{H^3}{12}\int_0^1B\,N\,ds,\qquad B=6s(1-s).
\]

The integrals follow from \(\int_0^1s^m(1-s)^n\,ds=m!\,n!/(m+n+1)!\). The first part of \(N\) needs

\[
k\!\int_0^1\!B^2u_0\,ds=36k\left(\frac1{60}-\frac3{140}\right)+\frac{216k^2}{140}=\frac{-6k+54k^2}{35}.
\]

The second uses \(\partial_su_0=-4+6s+6k(1-2s)\):

\[
\int_0^1\!B\,s(1-s)^2\,\partial_su_0\,ds=6\left(-\frac4{60}+\frac6{140}\right)+36k\left(\frac1{60}-\frac2{140}\right)=\frac{-5+3k}{35}.
\]

Adding them and solving for the gradient gives

\[
P_1'=-\frac{12q_1}{H^3}+\frac{H'}H\,\frac{54k^2-3k-5}{35}.
\]

With \(k=q/H\), the last term is the derivative of

\[
E(H)=\frac1{35}\left(-\frac{27q^2}{H^2}+\frac{3q}H-5\ln H\right).
\]

Zero pressure at both edges fixes the flux correction, and then the pressure:

\[
q_1=\frac{r^2}{6(r+1)}\,[E(1)-E(r)],\qquad
P_1=E(H)-E(r)-12q_1\int_0^X\frac{dX'}{H^3}.
\]

For \(r=1.5\), numerical integration of \(P_1\) along the wafer gives \(W_1=0.00440\), so \(W_1/W_0=0.0336\). The relative change of load is

\[
\frac{\Delta W}{W_0}=0.0336\,Re^*=0.0336\times0.003=1.0\times10^{-4}.
\]

Inertia raises the load here, by 0.01 %. The nonlinear film equation, solved numerically by Chebyshev collocation for a smooth film without an entry layer, gives the same change. At \(Re^*=0.1\), with \(r\) unchanged, the solution and the linear formula both give 0.34 %.

The small coefficient has a partial explanation in the formula for \(P_1'\). Any part of the inertial gradient proportional to \(H^{-3}\) is cancelled by a change of flux and leaves no pressure. A small tilt, \(r=1+\delta\), shows this clearly. Then \(k\approx1/2\), \(H\approx1\) and \(H'=-\delta\), so the inertial gradient is \(-\delta/5\), uniform to first order in \(\delta\). The flux changes by \(q_1=-\delta/60\), and \(P_1\) vanishes at this order. Since \(W_0\approx\delta/2\), the ratio \(W_1/W_0\) tends to zero with the tilt.

## A wedge without the thin-film approximation

Radial flow between two fixed planes that meet at angle \(\alpha\) separates the two numbers without assuming a thin film. Put \(u_r=\nu F(\theta)/\varrho\), where \(\varrho\) is the distance from the apex and \(\nu=\mu/\rho\). Continuity holds because \(\varrho u_r\) does not depend on \(\varrho\). The angular momentum equation gives \(p=2\rho\nu^2F/\varrho^2+g(\varrho)\), and the radial one becomes

\[
F''+4F+F^2=K,\qquad K=\frac{\varrho^3g'(\varrho)}{\rho\nu^2}.
\]

The left side depends on \(\theta\) and the right on \(\varrho\), so \(K\) is constant. On the walls \(F=0\), and the pressure gradient there is \(\rho\nu^2K/\varrho^3\).

Let \(R=\int_0^\alpha F\,d\theta\). This is mean speed times local gap over \(\nu\), a film number, negative for flow towards the apex. With \(\theta=\alpha t\) and \(F=(R/\alpha)f(t)\), so that \(\int_0^1f\,dt=1\), division by \(R/\alpha^3\) gives

\[
f''+4\alpha^2f+R\alpha f^2=\frac{K\alpha^3}R .
\]

Inertia enters through \(R\alpha\). The angle is the ratio of local gap to distance from the apex, so it plays the part of \(h/L\).

Multiply by \(6t(1-t)\) and integrate. The first term gives \(-12\), and in the others \(f\) may be replaced by \(6t(1-t)\) at first order. The inertial term gives \(54R\alpha/35\). Relative to the thin-film value \(-12\), inflow therefore raises the gradient by

\[
\frac{54}{35\times12}\,|R|\alpha=\frac9{70}\,|R|\alpha .
\]

For \(|R|\alpha=0.1\) this is 1.286 %. Numerical solutions of the equation for \(F\), compared with the same wedge at vanishing flow, give:

- \(|R|=1\), \(\alpha=0.1\): 1.290 %
- \(|R|=10\), \(\alpha=0.01\): 1.285 %
- \(|R|=100\), \(\alpha=0.001\): 1.285 %

A hundredfold change of film number leaves the inertial effect almost unchanged when the product is fixed. If instead \(|R|\) stays at 100 and the angle grows to 0.1, the rise is 122 %. A large film number is harmless in the slender wedge and serious in the steep one.

## Where the argument stops

With \(U\), \(L\) and the slurry held fixed, \(Re=1\) is reached at a gap of \(\mu/(\rho U)=1\) µm. The reduced number reaches one at

\[
h=\sqrt{\frac{\mu L}{\rho U}}=0.55\ \text{mm},
\]

where the film number is 548. This gap is not a safe limit for the load: the edge and rotation effects below become important in much thinner films. Laminar flow is a separate condition, and here the film number itself matters. For a sheared film the observed threshold is of the order of a thousand; the example has 45 at its inlet, below the value of about 83 under which an energy argument shows that every disturbance of plane shear flow decays.

The edges can matter more than the interior. The inflow may alter the inlet pressure by something of the order of \(\rho U^2/2=500\) Pa. In units of \(\mu UL/h^2\) this is \(Re^*/2\), so it obeys the same scaling. An added inlet pressure \(p_i\) spreads under the wafer with \(H^3P'\) constant, and its mean is \(p_i\,r/(r+1)=0.6\,p_i\). The full 500 Pa would thus change the load by 300 Pa out of 43.7 kPa, or 0.7 %, about seventy times the interior correction. As a fraction of the load this is \(0.3\,Re^*/W_0=2.3\,Re^*\), which reaches 10 % at a gap of about 115 µm, where \(Re^*=0.044\); at 0.55 mm the 300 Pa would exceed the whole viscous mean pressure of 131 Pa. Its actual size and sign depend on the flow outside the wafer, which this model does not contain.

A real wafer is round, and slurry escapes sideways. A finite-difference solution of the two-dimensional Reynolds equation, \(\nabla\cdot(H^3\nabla P)=6H'\), for a disc with the same gap and tilt gives a mean pressure of 16.5 kPa, 0.38 times the wide-wafer value. This large change is viscous, and lubrication theory includes it. The ram pressure is 3 % of this smaller mean pressure; applied in full over the upstream half of the rim, it would change the load by about 1.7 %.

Platen rotation adds a centrifugal force. At 60 rpm, \(\Omega=6.28\) s⁻¹, and the pad moves at speed \(U\) at the radius \(U/\Omega\). There the force density is \(\rho u^2\Omega/U\), and for a velocity profile \(u=U(1-s)\) the weight \(B\) gives the factor \(\int_0^1B(1-s)^2ds=0.3\). The pressure scale across the wafer is \(0.3\rho U\Omega L=565\) Pa, or 3.4 % of the disc's mean pressure; this is a scale, and the change of load is much smaller. For a uniform gap only the divergence of the weighted force, \(0.6\rho\Omega^2\), produces pressure: \(p=-0.15\rho\Omega^2(a^2-d^2)\), with \(a=L/2\) and \(d\) the distance from the wafer centre. Its mean is \(-0.075\rho\Omega^2a^2=-67\) Pa, a fall of 0.4 % in the disc's load. This too is inertia within the film, about thirty times the straight-line correction on the same disc (about 2 Pa) and of opposite sign, but still small. Rotation also makes the pad speed vary across the wafer by about \(\Omega L=1.9\) m/s, more than \(U\) itself, and the model with uniform \(U\) leaves this out. If the tilt lies along the pad's motion at the wafer centre, the added speed along the tilt is odd across the wafer, so without inertia it shifts pressure sideways and leaves the mean unchanged. The wafer has been held fixed so far, whereas a real carrier also spins it. If it spins at the platen rate in the same sense, each layer of a uniform film rotates rigidly at \(\Omega\), the divergence of the force becomes \(2\rho\Omega^2\), and the mean pressure is \(-0.25\rho\Omega^2a^2=-222\) Pa, a fall of 1.3 % in the disc's load. Unsteady inertia at the platen frequency is measured by \(\rho\Omega h^2/\mu=0.006\). This too is a scale: for a small oscillation of a uniform gap the pressure changes by a tenth of it, a quarter period out of phase with the viscous part.

The parameters describe a wafer lifted clear of the pad, with a tilt that is prescribed and not derived. Under the flat disc the centre of pressure lies 11 mm downstream of the centre, giving a moment of about 13 N m that tends to close the tilt, while the drag is only about 2 N; a flat wafer on a free central pivot would not hold \(r=1.5\). The resulting 16.5 kPa is of the order of polishing pressures, but a continuous 30 µm film is thick for polishing, where pad and wafer often touch. Real pads are also soft. With a rough modulus of 10 MPa and a thickness of 2 mm, the disc pressure compresses the pad by 3.3 µm, 11 % of the exit gap. If the whole gap grew by that fraction at fixed \(r\), \(Re^*\) would rise by 23 % and the film pressure would fall by 19 %, far more than inertia in the film changes it.

Real pads are not smooth either. Most carry grooves some tenths of a millimetre deep, which vent the film: for grooves 0.25 mm wide and 0.375 mm deep at a pitch of 1.5 mm, lying along the motion, a rough averaged estimate puts the disc's mean pressure below 1 kPa, so the 16.5 kPa belongs to an ungrooved pad only. So do the small percentages above: the 500 Pa ram pressure is comparable to what remains of the mean pressure on such a pad, and the reduced number of a groove, with its width or depth in place of \(h\), is 0.2 to 0.5. Around asperities that change the gap by order \(h\) over a length \(l\), the estimate must use \(l\) in place of \(L\). For \(l=100\) µm,

\[
Re\,\frac hl=30\times\frac{30}{100}=9 .
\]

The smooth-film theory does not describe the flow around such asperities, nor the load carried where they touch the wafer. The same film number of 30 thus goes with small inertia on the scale of a wafer over a smooth pad and strong inertia on the scale of a steep asperity. What decides is the distance over which a fluid particle changes its velocity: in straight sliding the distance over which the gap changes, and under rotation also the radius of the curved path.
